# How electronic stopping affects an implanted ion's path length

An ion implanted into a solid loses energy in two ways. It knocks target nuclei aside, which is nuclear stopping, and it excites the target's electrons, which is electronic stopping. Suppose the electronic stopping turns out to be one percent larger than assumed. How much shorter is the ion's path? If electrons took all the energy, the answer would be one percent; if they took none, zero. Here the two kinds of stopping are equal at the initial energy, and the answer lies in between.

## The model and a quick estimate

Stopping is counted as a positive energy loss per length of path. Let $s$ be the distance travelled along the track and $E$ the ion's energy. The model is

$$\frac{dE}{ds}=-S(E),\qquad S=S_n+S_e,\qquad S_e=k\sqrt E .$$

The nuclear part $S_n$ is constant. The electronic part is proportional to the ion's speed, hence to $\sqrt E$. The target is amorphous and uniform, the loss is continuous, and the ion is followed from $E_0$ to rest. The path length $R$ is measured along the track and is not the depth. The algebra holds in atomic units or any other consistent set.

Over a short piece of track on which electrons provide a fraction $S_e/S$ of the stopping, one percent more electronic stopping raises the total by $S_e/S$ percent. The length needed to lose a given energy falls by the same percentage. The whole path should therefore shrink by the average of $S_e/S$ along it, in percent.

This fraction is $1/2$ at the start and zero at the end. As a representative point take $E=E_0/2$, where $S_e=S_n/\sqrt2$:

$$\frac{S_e}{S}=\frac{1/\sqrt2}{1+1/\sqrt2}=\frac{1}{\sqrt2+1}=\sqrt2-1\approx0.41 .$$

The estimate is about 0.4 percent. The choice of point was arbitrary, so the second digit needs a proper average.

## Path length

Since $ds=-dE/S$, integrating from $E_0$ down to zero and reversing the limits gives

$$R=\int_0^{E_0}\frac{dE}{S_n+k\sqrt E}.$$

Define $x=\sqrt{E/E_0}$ and $\eta=k\sqrt{E_0}/S_n$, the ratio of electronic to nuclear stopping at the initial energy. Then $dE=2E_0x\,dx$ and $S=S_n(1+\eta x)$, so

$$R=\frac{E_0}{S_n}f(\eta),\qquad f(\eta)=\int_0^1\frac{2x\,dx}{1+\eta x}.$$

Writing $\eta x=(1+\eta x)-1$ splits the integrand:

$$\frac{2x}{1+\eta x}=\frac2\eta\left(1-\frac1{1+\eta x}\right).$$

The second term integrates to a logarithm, and

$$f(\eta)=\frac2\eta\left[1-\frac{\ln(1+\eta)}\eta\right]
=\frac{2[\eta-\ln(1+\eta)]}{\eta^2}.$$

For equal initial stopping, $\eta=1$ and

$$R=2(1-\ln2)\frac{E_0}{S_n}=0.6137\,\frac{E_0}{S_n}.$$

## Sensitivity to electronic stopping

Now change $k$ by the same small fraction at every energy, holding $E_0$ and $S_n$ fixed. Define the sensitivity as $A=-d\ln R/d\ln k$. Differentiating the integral for $R$,

$$\frac{dR}{dk}=-\int_0^{E_0}\frac{\sqrt E}{S^2}\,dE .$$

Multiply by $-k/R$ and use $k\sqrt E=S_e$:

$$A=\frac1R\int_0^{E_0}\frac{S_e}{S}\,\frac{dE}{S}
=\frac1R\int_0^R\frac{S_e}{S}\,ds .$$

The last step uses the fact that $dE/S$ is the length spent in the energy interval $dE$. This confirms the quick argument: to first order, the sensitivity is the path average of the electronic share. The derivation did not use the constancy of $S_n$, so the result also holds when nuclear stopping depends on energy.

For $\eta=1$,

$$A=\frac{E_0}{S_nR}\int_0^1\frac{2x^2}{(1+x)^2}\,dx .$$

Since $x/(1+x)=1-1/(1+x)$, squaring gives

$$\frac{x^2}{(1+x)^2}=1-\frac2{1+x}+\frac1{(1+x)^2}.$$

The three terms integrate to $1$, $-2\ln2$ and $1/2$. Their sum is $3/2-2\ln2$, so

$$A=\frac{3-4\ln2}{2-2\ln2}=0.3706 .$$

One percent more electronic stopping shortens the path by about 0.37 percent. As a test, the slowing-down equation was integrated along the track with $k$ raised and lowered by one percent. The logarithmic slope between the two path lengths is 0.37054, against 0.37055 from the formula.

The quick estimate was high for two reasons. First, the electronic share is a concave function of energy, so its average over energy lies below its value at the mean energy $E_0/2$. Second, the ion spends more length per unit energy where $S$ is small. In this model that is at low energy, where the electronic share is also small. The first effect lowers 0.414 to the fraction of the initial energy given to electrons:

$$\frac1{E_0}\int_0^{E_0}\frac{S_e}{S}\,dE
=\int_0^1\frac{2x^2}{1+x}\,dx
=2\int_0^1\left(x-1+\frac1{1+x}\right)dx
=2\ln2-1=0.386 .$$

This is an average over energy. The sensitivity is an average over path, and the second effect makes it slightly smaller still.

## Other ratios, nuclear stopping and finite changes

At fixed $E_0$ and $S_n$, $\eta$ is proportional to $k$, so $A=-d\ln f/d\ln\eta$. From $\ln f=\ln2+\ln[\eta-\ln(1+\eta)]-2\ln\eta$, and because the derivative of $\eta-\ln(1+\eta)$ is $\eta/(1+\eta)$,

$$A(\eta)=2-\frac{\eta^2}{(1+\eta)[\eta-\ln(1+\eta)]}.$$

For small $\eta$, expanding the integrand of $f$ gives $f=1-2\eta/3+\dots$, hence $A\approx2\eta/3$: electrons matter little. For large $\eta$, the logarithm is negligible beside $\eta$, the fraction tends to 1, and $A\to1$: the path is inversely proportional to electronic stopping. Between these limits, $A=0.201$ at $\eta=0.4$ and $A=0.568$ at $\eta=2.5$. The figure 0.37 belongs to equal initial stopping.

Nuclear stopping accounts for the rest. If $S_n$ and $k$ are both multiplied by $\lambda$, then $S$ is multiplied by $\lambda$ and $R$ is divided by it. The two sensitivities therefore add to 1, and a one percent rise in nuclear stopping alone shortens the path by about 0.63 percent.

For a finite increase the linear estimate is slightly too large, because

$$\frac{d^2R}{dk^2}=2\int_0^{E_0}\frac{E}{S^3}\,dE>0 .$$

The curve $R(k)$ flattens as $k$ grows. A full one percent increase changes the path by $-0.369$ percent. A ten percent increase changes it by $-3.56$ percent, against the linear estimate of $-3.71$ percent.

## Example: a phosphorus implant

Take the round values $E_0=120000$ eV and $S_n=S_e(E_0)=300$ eV/nm. They are in the rough regime of phosphorus entering amorphous silicon. Then

$$\frac{E_0}{S_n}=\frac{120000}{300}=400\ \text{nm},\qquad
R=0.6137\times400=245.5\ \text{nm}.$$

Raising the electronic stopping by one percent shortens the path by 0.91 nm. In angstrom, the path is 2455 and the shortening 9.1.

## When nuclear stopping depends on energy

A more realistic pair of stopping laws tests the largest simplification. In atomic units, with $N$ the target's atomic density, $v$ the ion's speed, and indices 1 and 2 for ion and target, the Lindhard–Scharff electronic stopping is

$$S_e=\frac{8\pi N Z_1^{7/6}Z_2\,v}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}} .$$

The universal (ZBL) nuclear stopping is

$$S_n=4\pi N a Z_1Z_2\frac{M_1}{M_1+M_2}\,
\frac{\ln(1+1.1383\epsilon)}{2(\epsilon+0.01321\epsilon^{0.21226}+0.19593\sqrt\epsilon)},$$

$$a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},\qquad
\epsilon=\frac{aM_2E}{Z_1Z_2(M_1+M_2)} .$$

These are taken as model inputs; the numerical coefficients in the nuclear law are fits. For phosphorus in silicon, with $Z_1=15$, $Z_2=14$, masses 31.0 and 28.1 u and 50 atoms/nm³, they give 306 eV/nm nuclear and 304 eV/nm electronic stopping at 120000 eV. The round values are therefore reasonable at the start.

As the ion slows, however, this nuclear stopping rises to 444 eV/nm near 16000 eV before falling. The path becomes 212.5 nm and the sensitivity 0.330. Both stopping laws are proportional to $N$, so the path varies as $1/N$: a density 2 percent lower lengthens it by about 4 nm and leaves the sensitivity unchanged. Where nuclear stopping exceeds its initial value, the electronic share is smaller than in the constant model. At the lowest energies, where nuclear stopping vanishes, the opposite holds. The computed path average shows that the reduction wins.

## Discrete collisions and angular deflection

Real nuclear losses come in separate collisions that also turn the ion. To examine this while keeping the mean nuclear stopping constant, let the collision rate per unit length for an energy transfer $T$ be

$$N\,d\sigma=C E^{-1/2}T^{-3/2}\,dT,\qquad 0<T<\gamma E,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

The mean loss is $\int T\,N\,d\sigma=CE^{-1/2}\,2\sqrt{\gamma E}=2C\sqrt\gamma$, which is indeed constant.

The deflection follows from momentum conservation. The recoil has squared momentum $2M_2T$; the ion has $2M_1E$ before and $2M_1(E-T)$ after. The law of cosines gives

$$2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\theta ,$$

and therefore

$$\cos\theta=\frac{1-(1+M_2/M_1)\,T/(2E)}{\sqrt{1-T/E}} .$$

The azimuth of each collision is random, so sideways components average out and each collision multiplies the mean forward direction by $\cos\theta$. Adding up the forward parts of the path gives the mean projected range. For perpendicular entry this is the mean depth, provided no ions escape back through the surface; the calculation below does not remove such ions.

A simulation of 20000 ions used this law, with the smallest transfers lumped into a continuous loss. It can be tested by switching off electronic stopping. Let $Q(E)$ be the mean square path from energy $E$, whose mean path is $E/S_n$. Comparing $Q$ before and after a short step $ds$ gives

$$\int[Q(E)-Q(E-T)]\,N\,d\sigma=\frac{2E}{S_n}.$$

Try $Q=bE^2/S_n^2$. The bracket contains $2ET-T^2$, and $\int T^2N\,d\sigma=\tfrac23C\gamma^{3/2}E=S_n\gamma E/3$. Hence $b(2-\gamma/3)=2$, so $b=6/(6-\gamma)$ and the relative variance is $b-1=\gamma/(6-\gamma)$. With $\gamma=0.9976$ the relative spread should be 0.447; the simulation gives 0.443.

With electronic stopping restored at $\eta=1$, the mean path is $239.3\pm0.5$ nm, where the uncertainty is one standard error. This is below the continuous value of 245.5 nm, for a reason that can be derived. Let $R_c(E)$ be the continuous path from energy $E$. Its slope $1/S$ falls as $E$ rises, so $R_c$ is concave and

$$R_c(E)-R_c(E-T)\ge T R_c'(E).$$

Averaged over collisions, with electronic loss added, $R_c$ thus decreases at a rate of at least $(S_n+S_e)R_c'=1$ per unit length. Its total decrease is $R_c(E_0)$, so the mean path cannot exceed $R_c(E_0)$.

The path sensitivity in this simulation is 0.380, and that of the projected range is 0.334, each with a standard error of 0.0006. The errors quoted for the simulation are statistical only. The program keeps electronic stopping at its starting value during each flight between sampled collisions. A mean flight costs at most about 2 percent of the ion's energy, so this overstates electronic stopping by about 1 percent at most. It shortens the mean path by less than 1 nm and raises both sensitivities by about 0.004, which is more than their statistical error. Without this bias the sensitivities are about 0.376 for the path and 0.330 for the projected range. The projected range itself is 195.6 nm, or 0.817 of the mean path. The difference in sensitivities means that one percent more electronic stopping raises this ratio by about 0.05 percent.

The paths of individual ions have a standard deviation of about 75 nm. A shift of 0.9 nm is therefore a change in an average, invisible in one track.

## What this says about a real implant

For phosphorus in amorphous silicon near 120000 eV, the initial stopping values are close to those of the more detailed laws above. Of the simplifications examined here, constant nuclear stopping has the largest effect on the path: replacing it moves the sensitivity from 0.37 to 0.33 and the path from about 245 to 212 nm. Discrete collisions move the path sensitivity the other way, to 0.38. The two corrections were computed separately and should not simply be added. A depth profile concerns projected range, for which the path-length figure is not a substitute. The projected range of 195.6 nm found above belongs to the collision law with constant mean nuclear stopping and is not a prediction of the depth of a real implant.

The end of the track, where atomic binding matters, has little influence in the constant model: the last 100 eV cover 0.33 nm, about 0.13 percent of the path. With the more detailed stopping laws, whose nuclear part becomes small at low energy, they cover about 2 nm, or 1 percent. In a crystalline wafer, ions can be steered along open channels, where close nuclear collisions are rarer. That case lies outside these estimates, as does any movement of the dopant during annealing. The stopping laws used for comparison are themselves models and omit electronic shell structure. The main computed values are collected in the numerical output.

## Calculated quantities

```
initial energy E0: 120000 eV
nuclear stopping Sn = initial Se: 300 eV/nm
length scale E0/Sn: 400.0 nm
path factor 2(1-ln2): 0.61371
path length R: 245.48 nm = 2454.8 angstrom
electronic sensitivity A: 0.37055
A from shifted trajectories: 0.37054
path-averaged electronic share: 0.37055
nuclear sensitivity from trajectories: 0.62943
electronic share of deposited energy: 0.38629
path with Se +1 percent: 244.58 nm
path change for Se +1 percent: -0.3691 percent
path shortening for Se +1 percent: 0.906 nm = 9.06 angstrom
path change for Se +10 percent: -3.563 percent
linear estimate for +10 percent: -3.706 percent
sensitivity at initial Se/Sn = 0.4: 0.2010
sensitivity at initial Se/Sn = 2.5: 0.5683
path below 100 eV: 0.327 nm
--- ZBL nuclear + Lindhard-Scharff electronic, P in Si ---
Z1, Z2: 15, 14; masses: 31.0, 28.1 u
target density: 50 atoms/nm^3
energy of equal stopping: 120842 eV
nuclear stopping at E0: 306.1 eV/nm
electronic stopping at E0: 304.3 eV/nm
peak nuclear stopping: 444.4 eV/nm
energy of that peak: 16413 eV
path length: 212.5 nm
electronic sensitivity: 0.3302
--- discrete collisions, constant mean nuclear stopping ---
simulated ions: 20000
maximum transfer fraction gamma: 0.9976
no electronic loss, mean path/(E0/Sn): 1.0005
no electronic loss, path spread/(E0/Sn): 0.4431
exact value of that spread: 0.4466
no electronic loss, depth/(E0/Sn): 0.7594
quadrature value of that depth: 0.7577
small-transfer path/(E0/Sn): 0.6124
mean path: 239.3 nm
standard error of mean path: 0.5 nm
path spread (standard deviation): 75.0 nm
mean projected range: 195.6 nm
projected range / path: 0.817
path sensitivity: 0.3800 +- 0.0006
projected-range sensitivity: 0.3338 +- 0.0006
```
